# Aluminium Site Occupations in Beta-(AlGa)2O3 from One Site-Preference Energy: a program that tests the result

```python
"""Aluminium site occupations in beta-(Al_x Ga_(1-x))2O3, independent sites.

Result under test: y_o = x + s and y_t = x - s, where
  s = 2x(1-x)tau / (1 + sqrt(1 - 4x(1-x)tau^2)), tau = tanh(D/(2kT)).
y_o, y_t: Al fractions of the octahedral and tetrahedral sublattices, which
have equally many sites. x: Al fraction of all cations. D: energy of
(Al on t, Ga on o) minus (Al on o, Ga on t). q = exp(-D/kT).
Energies are in eV, temperatures in K, times in s.
"""
from itertools import combinations
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gammaln, xlogy

KB = k_joule / e_charge


def occupations(x, D, T):
    """Closed formula under test."""
    tau = np.tanh(D / (2 * KB * T))
    p = x * (1 - x)
    s = 2 * p * tau / (1 + np.sqrt(1 - 4 * p * tau**2))
    return x + s, x - s


def response(yo, yt):
    return 1 / (1 / (yo * (1 - yo)) + 1 / (yt * (1 - yt)))


def canonical(N, M, D, T, W=0.0):
    """Mean and variance of tetrahedral Al count by explicit summation."""
    n = np.arange(max(0, M - N), min(N, M) + 1, dtype=float)
    m = M - n
    logw = -gammaln(n + 1) - gammaln(N - n + 1)
    logw += -gammaln(m + 1) - gammaln(N - m + 1)
    logw -= (D * n + W * n * m / N) / (KB * T)
    w = np.exp(logw - logw.max())
    w /= w.sum()
    mean = np.sum(w * n)
    return mean, np.sum(w * (n - mean)**2)


def exchange_potential_solution(x, d):
    """Solve numerically for a common potential; d = D/kT."""
    mu = brentq(lambda u: expit(u) + expit(u - d) - 2 * x,
                -80, 80, xtol=1e-13, rtol=1e-14)
    return expit(mu), expit(mu - d), expit(-mu)


x0, T0, D0 = 0.20, 1100.0, 0.15
yo, yt = occupations(x0, D0, T0)
s0 = (yo - yt) / 2
q0 = np.exp(-D0 / (KB * T0))
V0 = response(yo, yt)

# Four separate site energies on a small lattice reduce to one difference.
al_o, al_t, ga_o, ga_t = -0.31, -0.12, 0.07, 0.02
D_small = al_t + ga_o - al_o - ga_t
sites, al_count = 4, 3
weights, counts = [], []
for chosen in combinations(range(2 * sites), al_count):
    energy = 0.0
    for site in range(2 * sites):
        octahedral = site < sites
        if site in chosen:
            energy += al_o if octahedral else al_t
        else:
            energy += ga_o if octahedral else ga_t
    weights.append(np.exp(-energy / (KB * T0)))
    counts.append(sum(site >= sites for site in chosen))
enumerated = np.average(counts, weights=weights)
summed = canonical(sites, al_count, D_small, T0)[0]
assert abs(enumerated - summed) < 1e-11

# Direct free-energy minimisation and the common-potential solution.
largest_gap = 0.0
for x in (0.08, 0.2, 0.5, 0.73):
    for D in (-0.12, 0.05, 0.15, 0.25):
        for T in (700.0, 1400.0):
            def free_energy(y):
                z = 2 * x - y
                mix = sum(xlogy(a, a) for a in (y, 1 - y, z, 1 - z))
                return D * y / (KB * T) + mix
            low, high = max(0.0, 2 * x - 1), min(1.0, 2 * x)
            found = minimize_scalar(free_energy, bounds=(low, high),
                                    method="bounded",
                                    options={"xatol": 1e-10})
            a, b = occupations(x, D, T)
            gap = abs(found.x - b)
            largest_gap = max(largest_gap, gap)
            assert gap < 1e-6  # a flat minimum limits the search accuracy
            u, v, _ = exchange_potential_solution(x, D / (KB * T))
            assert abs(u - a) < 1e-10 and abs(v - b) < 1e-10

# Finite-size convergence and its predicted leading shift.
sizes = (100, 1000, 10000)
size_shifts = []
lam0 = 1 - 2 * s0 + q0 * (1 + 2 * s0)
for N in sizes:
    mean, variance = canonical(N, round(2 * x0 * N), D0, T0)
    size_shifts.append(mean / N - yt)
    predicted = -(1 - q0) * V0 / (lam0 * N)
    assert abs(size_shifts[-1] / predicted - 1) < 5 / N + 1e-3
assert abs(variance / (sizes[-1] * V0) - 1) < 2e-3

# The exact identity between canonical averages holds at small size too.
N, M = 12, 7
mean, variance = canonical(N, M, D0, T0)
second = variance + mean**2
left = (N - M) * mean + second
right = q0 * (M * N - (M + N) * mean + second)
assert abs(left - right) < 1e-10

# Temperature response from independently solved occupations.
dT = 0.5
above = exchange_potential_solution(x0, D0 / (KB * (T0 + dT)))[1]
below = exchange_potential_solution(x0, D0 / (KB * (T0 - dT)))[1]
slope = V0 * D0 / (KB * T0**2)
assert abs((above - below) / (2 * dT) / slope - 1) < 1e-5

# Dilute, equal-composition, hot and cold limits.
d0 = D0 / (KB * T0)
u, v, _ = exchange_potential_solution(1e-5, d0)
assert abs(u / 2e-5 - 1 / (1 + q0)) < 1e-5
u, v, _ = exchange_potential_solution(0.5, d0)
assert abs((u - v) / 2 - 0.5 * np.tanh(d0 / 4)) < 1e-10
u, v, _ = exchange_potential_solution(x0, 0.01)
assert abs((u - v) / 2 / (x0 * (1 - x0) * 0.01 / 2) - 1) < 1e-4
cold = 16.0
q_cold = np.exp(-cold)
v = exchange_potential_solution(0.2, cold)[1]
assert abs(v / (0.4 * q_cold / 0.6) - 1) < 1e-3
v = exchange_potential_solution(0.5, cold)[1]
assert abs(v / np.sqrt(q_cold) - 1) < 1e-3
hole = exchange_potential_solution(0.7, cold)[2]
assert abs(hole / (0.6 * q_cold / 0.4) - 1) < 1e-3

# The octahedral share falls with Al content in explicit counting.
shares = [1 - canonical(200, M, D0, T0)[0] / M for M in range(20, 400, 20)]
assert np.all(np.diff(shares) < 0)


def interacting_occupations(W):
    """Mean-field solution with energy W*y_o*y_t per site pair."""
    limit = min(x0, 1 - x0)

    def mismatch(s):
        a, b = occupations(x0, D0 + 2 * W * s, T0)
        return (a - b) / 2 - s
    s = brentq(mismatch, -limit, limit, xtol=1e-13)
    return x0 + s, x0 - s


interaction_results = []
for W in (-0.05, 0.05):
    a, b = interacting_occupations(W)
    N = 20000
    direct = canonical(N, round(2 * x0 * N), D0, T0, W)[0] / N
    assert abs(direct - b) < 1e-4
    interaction_results.append((W, a, b))

# Three local oscillators per Al; Ga frequencies cancel by assumption.
hw_o, stiffness = 0.050, 1.05
levels = np.arange(500) + 0.5


def oscillator_free_energy(hw):
    return -KB * T0 * np.log(np.sum(np.exp(-levels * hw / (KB * T0))))


vib_shift = 3 * (oscillator_free_energy(stiffness * hw_o)
                 - oscillator_free_energy(hw_o))
vib_classical = 3 * KB * T0 * np.log(stiffness)
assert abs(vib_shift / vib_classical - 1) < 0.05
vib_yo, vib_yt = occupations(x0, D0 + vib_shift, T0)

# Cooling with thermally activated cation exchange.
attempt, cooling, T_end = 1e13, 1.0, 300.0


def cooled_occupation(barrier, rtol):
    def change(time, y):
        T = T0 - cooling * time
        rate = attempt * np.exp(-barrier / (KB * T))
        q = np.exp(-D0 / (KB * T))
        z = 2 * x0 - y
        return rate * (q * z * (1 - y) - y * (1 - z))
    run = solve_ivp(change, (0, (T0 - T_end) / cooling), [yt],
                    method="Radau", rtol=rtol, atol=rtol * 1e-3)
    assert run.success
    return run.y[0, -1]


frozen_results = []
for barrier in (2.0, 3.0):
    coarse = cooled_occupation(barrier, 1e-6)
    b = cooled_occupation(barrier, 1e-8)
    assert abs(coarse - b) < 1e-5
    a = 2 * x0 - b
    T_freeze = D0 / (KB * np.log(a * (1 - b) / (b * (1 - a))))

    def freeze_condition(T):
        a1, b1 = occupations(x0, D0, T)
        q = np.exp(-D0 / (KB * T))
        lam = 1 - (a1 - b1) + q * (1 + a1 - b1)
        rate = attempt * np.exp(-barrier / (KB * T))
        return np.log(lam * rate * KB * T**2 / (barrier * cooling))
    T_estimate = brentq(freeze_condition, 350, 1800)
    assert abs(T_freeze / T_estimate - 1) < 0.05
    frozen_results.append((barrier, a, b, T_freeze, T_estimate,
                           abs(coarse - b)))

print(f"Al fraction of cations x = {x0:.2f} (dimensionless)")
print(f"temperature = {T0:.0f} K; kT = {KB * T0:.5f} eV")
print(f"assumed site-preference energy D = {D0:.2f} eV")
print(f"D/kT = {d0:.4f}; q = {q0:.4f} (dimensionless)")
print(f"tau = {np.tanh(d0 / 2):.4f}; s = {s0:.4f} (dimensionless)")
print(f"octahedral occupation y_o = {yo:.4f} (dimensionless)")
print(f"tetrahedral occupation y_t = {yt:.4f} (dimensionless)")
print(f"share of Al on octahedral sites = {100 * yo / (2 * x0):.2f} %")
print(f"dilute-limit octahedral share = {100 / (1 + q0):.2f} %")
print(f"response V = {V0:.5f} (dimensionless)")
print(f"dy_t/dT = {slope * 100:.5f} per 100 K")
print(f"largest minimisation difference = {largest_gap:.1e} (dimensionless)")
for N, shift in zip(sizes, size_shifts):
    print(f"N = {N} sites per sublattice: y_t shift = {shift:.2e}")
print("table: T in K; x, y_o, y_t dimensionless; octahedral share in %")
for T in (800.0, 1100.0, 1400.0):
    for x in (0.1, 0.2, 0.5):
        a, b = occupations(x, D0, T)
        print(f"T={T:.0f} K x={x:.1f} y_o={a:.4f} y_t={b:.4f} "
              f"share={50 * a / x:.2f} %")
for D in (0.10, 0.20):
    a, b = occupations(x0, D, T0)
    print(f"D={D:.2f} eV: y_o={a:.4f}, y_t={b:.4f}, "
          f"share={50 * a / x0:.2f} %")
for W, a, b in interaction_results:
    print(f"interaction W={W:+.2f} eV: y_o={a:.4f}, y_t={b:.4f}, "
          f"share={50 * a / x0:.2f} %")
print(f"oscillator quantum: Al on o={1000 * hw_o:.1f} meV, "
      f"on t={1000 * stiffness * hw_o:.1f} meV")
print(f"vibrational shift of D = {1000 * vib_shift:.2f} meV; "
      f"classical = {1000 * vib_classical:.2f} meV")
print(f"with vibrations: y_o={vib_yo:.4f}, y_t={vib_yt:.4f}, "
      f"share={50 * vib_yo / x0:.2f} %")
a, b = occupations(x0, D0, T_end)
print(f"full equilibrium at {T_end:.0f} K: y_o={a:.4f}, y_t={b:.4f}, "
      f"share={50 * a / x0:.2f} %")
print(f"cooling rate = {cooling:.1f} K/s; attempt rate = {attempt:.1e} 1/s")
for barrier, a, b, Tf, Te, shift in frozen_results:
    print(f"barrier={barrier:.1f} eV: frozen y_o={a:.4f}, y_t={b:.4f}, "
          f"share={50 * a / x0:.2f} %")
    print(f"  freeze-in T={Tf:.1f} K; estimate={Te:.1f} K; "
          f"solver shift in y_t={shift:.1e}")
print("finished without a failed check")
```

Running it gives:

```
Al fraction of cations x = 0.20 (dimensionless)
temperature = 1100 K; kT = 0.09479 eV
assumed site-preference energy D = 0.15 eV
D/kT = 1.5824; q = 0.2055 (dimensionless)
tau = 0.6591; s = 0.1140 (dimensionless)
octahedral occupation y_o = 0.3140 (dimensionless)
tetrahedral occupation y_t = 0.0860 (dimensionless)
share of Al on octahedral sites = 78.51 %
dilute-limit octahedral share = 82.95 %
response V = 0.05758 (dimensionless)
dy_t/dT = 0.00828 per 100 K
largest minimisation difference = 8.3e-09 (dimensionless)
N = 100 sites per sublattice: y_t shift = -4.47e-04
N = 1000 sites per sublattice: y_t shift = -4.47e-05
N = 10000 sites per sublattice: y_t shift = -4.47e-06
table: T in K; x, y_o, y_t dimensionless; octahedral share in %
T=800 K x=0.1 y_o=0.1763 y_t=0.0237 share=88.14 %
T=800 K x=0.2 y_o=0.3439 y_t=0.0561 share=85.96 %
T=800 K x=0.5 y_o=0.7480 y_t=0.2520 share=74.80 %
T=1100 K x=0.1 y_o=0.1618 y_t=0.0382 share=80.92 %
T=1100 K x=0.2 y_o=0.3140 y_t=0.0860 share=78.51 %
T=1100 K x=0.5 y_o=0.6881 y_t=0.3119 share=68.81 %
T=1400 K x=0.1 y_o=0.1512 y_t=0.0488 share=75.58 %
T=1400 K x=0.2 y_o=0.2932 y_t=0.1068 share=73.29 %
T=1400 K x=0.5 y_o=0.6506 y_t=0.3494 share=65.06 %
D=0.10 eV: y_o=0.2805, y_t=0.1195, share=70.12 %
D=0.20 eV: y_o=0.3410, y_t=0.0590, share=85.24 %
interaction W=-0.05 eV: y_o=0.3074, y_t=0.0926, share=76.84 %
interaction W=+0.05 eV: y_o=0.3212, y_t=0.0788, share=80.30 %
oscillator quantum: Al on o=50.0 meV, on t=52.5 meV
vibrational shift of D = 14.21 meV; classical = 13.87 meV
with vibrations: y_o=0.3224, y_t=0.0776, share=80.60 %
full equilibrium at 300 K: y_o=0.3980, y_t=0.0020, share=99.50 %
cooling rate = 1.0 K/s; attempt rate = 1.0e+13 1/s
barrier=2.0 eV: frozen y_o=0.3562, y_t=0.0438, share=89.05 %
  freeze-in T=698.5 K; estimate=707.9 K; solver shift in y_t=1.9e-10
barrier=3.0 eV: frozen y_o=0.3202, y_t=0.0798, share=80.04 %
  freeze-in T=1029.0 K; estimate=1043.2 K; solver shift in y_t=4.4e-10
finished without a failed check
```
